# Two-Stream Instability Threshold for Cold Counter-Drifting Ions in Electronegative Plasmas, part 2

Two uniform fluids of positive and negative ions, $j=+,-$, drift through each other along the $x$ axis. When does a density ripple grow? The basic model has cold, collisionless ions, an electrostatic field and no electron response. The example has ion density $10^{10}\ \mathrm{cm^{-3}}$ and relative speed 3.745 km/s.

Formulas are in SI units. Species $j$ has density $n_j$, mass $m_j$, charge $q_\pm=\pm e$ and signed drift $v_j$, with $v=|v_+-v_-|$ and $v_+>v_-$. Perturbations vary as $e^{ikx-i\omega t}$ and grow at the rate $\gamma=\mathrm{Im}\,\omega$ if this is positive. For oblique wavevectors $\mathbf k$, $k$ is the component along the drift; $\phi$ is the potential. The relative density perturbation is $\delta_j$, the velocity perturbation is $u_j$, and $\Omega_j=\omega-kv_j$. Continuity and momentum, with Poisson's equation, give the eigenvalue problem

$$\Omega_j\delta_j=ku_j, \tag{2}$$

$$\Omega_j\,(ku_j)=\sum_sC_{js}\delta_s,\qquad C_{js}=\frac{q_jq_sn_s}{\varepsilon_0m_j}. \tag{3}$$

With the angular plasma frequencies $\omega_j=(n_je^2/\varepsilon_0m_j)^{1/2}$, the modes satisfy $F(\omega)=\sum_j\omega_j^2/\Omega_j^2=1$. Growth occurs if and only if

$$0<kv<W,\qquad W=\left(\omega_+^{2/3}+\omega_-^{2/3}\right)^{3/2}. \tag{1}$$

The cutoff is $k_c=W/v$. Let $a=\omega_+^{2/3}$, $b=\omega_-^{2/3}$, $S=a+b$ and $\omega=kv_+-x$, where $x$ is now a frequency. Between its poles $x=0$ and $x=kv$, $F$ has the minimum $F_{\min}=W^2/(kv)^2$ at $x=kv\,a/S$. At $kv=W$ this is a double root, where $d^2F/dx^2=6/(Sab)$; $\xi$ is a small displacement from it.

Just below threshold, with $kv=W(1-\Delta)$ and $\Delta$ small compared with 1, $a/b$ and $b/a$,

$$\gamma\approx\left(\tfrac23\Delta\,S\right)^{1/2}(\omega_+\omega_-)^{1/3}. \tag{11}$$

For $(kv)^2\ll\omega_+^2+\omega_-^2$,

$$\gamma\approx kv\,\frac{\omega_+\omega_-}{\omega_+^2+\omega_-^2}. \tag{12}$$

For equal plasma frequencies $\omega_0$, $W=2\sqrt2\,\omega_0$ and the largest growth rate is $\omega_0/2$, at $kv=\sqrt3\,\omega_0$. In the frame with drifts $\pm v/2$, that mode has $\omega=i\omega_0/2$.

### Worked example

The example is set in the regime of the afterglow of a pulsed low-pressure chlorine etching plasma under low-frequency bias. All inputs are rough, and the current is chosen much higher than usual so that the drift far exceeds the ion thermal speeds. The ion masses are 70 u and 35 u, the positive-ion density is $10^{10}\ \mathrm{cm^{-3}}$, and the electron density is $10^5\ \mathrm{cm^{-3}}$, so the two ion densities are practically equal. A bias current density of amplitude $J=0.6\ \mathrm{mA/cm^2}$ at 100 kHz is carried by the ions.

With equal ion densities $n$, the current is $J=en(|v_+|+|v_-|)=env$. Thus $J$ fixes the relative speed, however the motion is shared between the species:

$$v=\frac{J}{en}=\frac{6\ \mathrm{A/m^2}}{(1.602\times10^{-19}\ \mathrm C)(10^{16}\ \mathrm{m^{-3}})}=3.745\ \mathrm{km/s}.$$

The field exerts equal and opposite forces on the two ions. If inertia dominates drag, their momenta are equal and opposite, and the lighter ion moves twice as fast: 2.497 km/s against 1.248 km/s.

The plasma frequencies are $\omega_+=15.79$ and $\omega_-=22.33\ \mathrm{rad/\mu s}$. In these units $a=6.294$, $b=7.930$ and $S=14.224$, so

$$W=14.224^{3/2}=53.65\ \mathrm{rad/\mu s},\qquad k_c=\frac{53.65\times10^6\ \mathrm{s^{-1}}}{3745\ \mathrm{m/s}}=143.3\ \mathrm{cm^{-1}}.$$

The shortest unstable wavelength along the drift is $2\pi/k_c=0.439$ mm.

The fastest mode has $kv/W=0.618$, wavelength 0.71 mm and growth rate $9.36\ \mathrm{\mu s^{-1}}$, an e-folding time of $0.107\ \mathrm{\mu s}$. Equal plasma frequencies would put the peak at $\sqrt3/(2\sqrt2)=0.612$. Replacing both frequencies by their geometric mean, $18.78\ \mathrm{rad/\mu s}$, gives a peak of $9.39\ \mathrm{\mu s^{-1}}$, close to the computed value for this pair of frequencies.

The limiting formulas can be judged from the same case:

- At $kv/W=0.99$, equation (11) gives $2.18\ \mathrm{\mu s^{-1}}$; the eigenvalue gives 2.16.
- At $kv/W=0.9$, equation (11) gives 6.88, against 6.38.
- At $kv/W=0.2$, equation (12) gives 5.06, against 4.77.

### Electron response

Let the electrons be hot and isothermal, with density $n_e$ and temperature $T_e$ in energy units. Their density perturbation is $n_ee\phi/T_e$ if the wave is slow compared with the electron thermal speed and the electrons have no comparable drift. With $\lambda_e=(\varepsilon_0T_e/n_ee^2)^{1/2}$, Poisson's equation becomes

$$\left(|\mathbf k|^2+\frac1{\lambda_e^2}\right)\phi=\frac1{\varepsilon_0}\sum_sq_sn_s\delta_s .$$

All coefficients $C_{js}$ are divided by $1+1/(|\mathbf k|^2\lambda_e^2)$, and the dispersion relation becomes $1+1/(|\mathbf k|^2\lambda_e^2)=F$. Growth requires $F_{\min}$ to exceed the left side:

$$(kv)^2\left(1+\frac1{|\mathbf k|^2\lambda_e^2}\right)<W^2. \tag{13}$$

For a wavevector along the drift, $|\mathbf k|=k$ and (13) reads

$$k^2v^2<W^2-\frac{v^2}{\lambda_e^2}. \tag{14}$$

Electrons shield the ion space charge and lower the cutoff. If $v\ge\lambda_eW$, no parallel wavevector is unstable with this isothermal electron response. Electrons that resonate with the wave, which this response omits, can still drive weak growth. Oblique waves can survive, because a large perpendicular component makes $|\mathbf k|\lambda_e$ large while $kv$ stays small. For parallel waves the ratio of the electron term $1/(k^2\lambda_e^2)$ to $F_{\min}$ is $(v/\lambda_eW)^2$ at every $k$. As $k\to0$ the electron term exceeds the 1 beside it, but it changes the growth rate little if $v\ll\lambda_eW$.

At $T_e=0.1$ eV the example has $\lambda_e=7.43$ mm and $k_c\lambda_e=107$. The cutoff falls by the fraction $1/(2\times107^2)=4.4\times10^{-5}$. A 10% reduction needs $1/(k_c\lambda_e)^2=1-0.9^2=0.19$. With the ion densities and $T_e$ held fixed, this corresponds to $n_e=2.2\times10^8\ \mathrm{cm^{-3}}$, about 2% of the ion density. At this electron temperature and drift speed, formula (1) therefore describes parallel waves only in a plasma nearly free of electrons, and not merely in one where negative ions outnumber them. Oblique waves can be shielded less, since (13) approaches (1) when $|\mathbf k|\lambda_e$ is large. Hotter electrons shield less, and the allowed density rises in proportion to $T_e$.

### Ion temperature

Let the wavevector lie along the drift. A stream with a spread of velocities $u$ about its drift is a superposition of cold beams. Its contribution to $F$ is $\omega_j^2\langle(\Omega_j-ku)^{-2}\rangle$, where the brackets average over the distribution. For a Maxwellian with thermal speed $c_j=(T_j/m_j)^{1/2}$, the odd averages vanish and $\langle u^2\rangle=c_j^2$. When $|\Omega_j|\gg kc_j$, expansion gives

$$\left\langle\frac1{(\Omega_j-ku)^2}\right\rangle\approx\frac1{\Omega_j^2}\left(1+\frac{3k^2c_j^2}{\Omega_j^2}\right). \tag{15}$$

This expansion omits resonant ions, whose effect is exponentially small when the wave moves at many thermal speeds relative to each stream.

To first order, the change in the minimum of $F$ is the added term evaluated at the old minimum, since $F$ is stationary there. The two species contribute the fractions $a/S$ and $b/S$ of $F_{\min}$, and the phase speed relative to them is $va/S$ and $vb/S$. The relative increase of $F_{\min}$ is therefore

$$3\left[\frac aS\,\frac{c_+^2}{(va/S)^2}+\frac bS\,\frac{c_-^2}{(vb/S)^2}\right]=\frac{3S}{v^2}\left(\frac{c_+^2}{a}+\frac{c_-^2}{b}\right). \tag{16}$$

At fixed phase speed $F\propto k^{-2}$, so (16) is also the relative increase of $k_c^2$. Ion temperature raises the cutoff in this regime.

For 0.05 eV, $c_+=0.2625$ and $c_-=0.3713$ km/s. Equation (16) gives 0.086, or a 4.2% increase in $k_c$. The kinetic dispersion relation with Maxwellian ions and electrons gives growth at 5% of the cold peak when $k$ is 4.9% above the cold cutoff. By (11), cold ions would have that growth rate only 0.05% below the cutoff, so the two measures can be compared. The first-order term accounts for most of the shift.

The growth rate moves the other way: at the wavenumber of the fastest cold mode, the kinetic value is 0.963 of the cold value. The equal-frequency case shows why. With $\omega_0=1$, its fastest mode has $\Omega_\pm=i/2\mp\sqrt3/2$, that is, $e^{5\pi i/6}$ and $e^{\pi i/6}$. If both species have thermal speed $c$, the correction in (15) is

$$\delta F=3k^2c^2\sum_j\Omega_j^{-4}=3k^2c^2\,(2\cos\tfrac{2\pi}3)=-3k^2c^2 .$$

The derivative is $dF/d\omega=-2\sum_j\Omega_j^{-3}=-2(-2i)=4i$. Keeping $F+\delta F=1$ requires

$$\delta\omega=-\frac{\delta F}{dF/d\omega}=\frac{3k^2c^2}{4i}=-\frac{3i}4k^2c^2 .$$

The growth rate falls. Relative to $\gamma=1/2$, and with $kv=\sqrt3$, the reduction is $\tfrac32k^2c^2=\tfrac92c^2/v^2$. Using the mean of $c_+^2$ and $c_-^2$ gives 3.3%, close to the kinetic 3.7%.

### Drag on neutral gas

Let momentum loss to the gas act on the velocity perturbation at a constant rate $\nu_j$. The momentum equation then contains $\Omega_j+i\nu_j$ in place of $\Omega_j$, while continuity is unchanged, so

$$1=\sum_j\frac{\omega_j^2}{\Omega_j(\Omega_j+i\nu_j)}. \tag{17}$$

For equal rates $\nu$, the denominator is $(\Omega_j+i\nu/2)^2+\nu^2/4$. Away from the double root, and for $\nu\ll|\Omega_j|$, every frequency is shifted by $-i\nu/2$ to first order in $\nu$.

At 2 mTorr and 300 K, with a cross section of $10^{-14}\ \mathrm{cm^2}$, the rates at the drift speeds are 0.080 and $0.161\ \mathrm{\mu s^{-1}}$. Half their mean is $0.060\ \mathrm{\mu s^{-1}}$, or 0.6% of the peak growth. The eigenvalue calculation gives the same reduction, 0.6%. These figures treat the rates as constant. If instead the cross section is constant, the drag force rises as the square of the speed, and the rate acting on a small velocity change along the drift is twice as large. The reduction is then 1.3%, still small.

Unequal drag also moves the cutoff. At $kv=W$ and at the double root, $\Omega_+=-Wa/S$ and $\Omega_-=Wb/S$, so $\omega_j^2/|\Omega_j|^3=S^3/W^3=1/W$ for both species. Expanding (17) to first order in $\nu_j$ adds $-i\sum_j\nu_j\omega_j^2/\Omega_j^3=-i(\nu_--\nu_+)/W$ to $F$. The displacement $\xi$ from the double root then obeys

$$\frac{3\xi^2}{Sab}=\frac{i(\nu_--\nu_+)}W .$$

One of the two solutions grows, whichever drag rate is larger. In the example $|\xi|=0.60\ \mathrm{\mu s^{-1}}$, and its imaginary part is $|\xi|/\sqrt2\approx0.4\ \mathrm{\mu s^{-1}}$, about 4% of the peak. This is a leading-order estimate for cold ions; the root of (17) gives $0.36\ \mathrm{\mu s^{-1}}$. Growth stops at a new sharp cutoff. For real $\omega$ and small drag, the imaginary part of (17) vanishes where $\nu_+\omega_+^2/x^3=\nu_-\omega_-^2/(kv-x)^3$, and the real part requires $F=1$ at that point rather than at the minimum of $F$. In the example $(kv-x)/x=4^{1/3}$, which puts the cutoff 2.0% above $k_c$. The shift depends only on the ratio of the two rates; it vanishes for equal rates but not when both rates are reduced together, although the growth in the added band then becomes weak. The cutoff at $W$ in (1) belongs to the collisionless model.

### Time-dependent drift

The bias angular frequency is 0.067 of the peak growth rate. Near the crest of the current, the drift is nearly constant during one e-folding time, so for modes well below the cutoff the steady-drift formula gives the local growth rate of streams that are still cold and uniform there. Close to the cutoff the steady rate is small and changes quickly with the drift, and the formula does not apply. In a real bias cycle they may not be. Growth begins while the current is still rising, and a wave growing at several $\mathrm{\mu s^{-1}}$ passes through many e-foldings in the $2.5\ \mathrm{\mu s}$ between reversal and crest. It can reach a large amplitude and heat the ions before the crest. The example therefore describes the first, linear growth from a prepared state, not the plasma throughout the bias cycle. Near current reversal $v$ passes through zero and the cold-ion assumption fails.

### Comparison with real chlorine afterglows

In pulsed chlorine plasmas, electrons attach to molecules after the power is switched off, and $\mathrm{Cl^-}$ with positive chlorine ions can remain. The masses and density used here are reasonable rough values for that situation. The current is high. The negative ions oscillate with amplitude $2497/(2\pi\times10^5)\ \mathrm m=4.0$ mm, so an edge that touches the electrode once per cycle retreats from it by twice this distance, $s=7.9$ mm. If the layer left behind held positive ions alone, at unchanged density, the voltage across it would be about $ens^2/2\varepsilon_0=5.7$ kV. This is an overestimate: the bias angular frequency is only 0.04 of $\omega_+$, so the ions cross the layer and thin out within a small part of the cycle. The space-charge-limited (Child) law $V^{3/2}=\tfrac94(Js^2/\varepsilon_0)(m_+/2e)^{1/2}$, with the instantaneous current and layer thickness of the first half-cycle from a uniform state, gives a peak of about 1.0 kV. In both pictures $V\propto v^2$ at fixed density and frequency. At 300 V the Child estimate lowers $v$ by a factor of 1.8, to about 2.1 km/s, roughly three times the sum of the two ion thermal speeds, 0.63 km/s. Equation (16) then gives about 0.28, no longer a small correction, so the cold threshold is only a rough guide and the kinetic dispersion relation is needed for accuracy. The frozen layer would give $v=0.86$ km/s, where the expansion behind (16) fails altogether. Both estimates leave out the layer at the other electrode and the depletion of ions over repeated cycles.

The assumption of few electrons is easier to defend while the bias acts. The bulk field amplitude that drives the ion motion is 5.7 V/cm. An electron falling freely in it crosses a 50 mm gap in $0.032\ \mathrm{\mu s}$, far less than the $10\ \mathrm{\mu s}$ bias period. The field is a quarter cycle out of phase with the current: at the crest of the current it vanishes without drag and is about 1.2 V/cm with the drag rates above, for which the crossing takes $0.07\ \mathrm{\mu s}$. This estimate ignores electron collisions and any potential that confines electrons. Electrons accelerated in this way are also not the isothermal population at 0.1 eV assumed in the shielding estimate. The numerical output lists the inputs and main results of the example.

## Calculated quantities

```
equal frequencies w0: peak growth / w0: 0.5
equal frequencies w0: k v / w0 at peak: 1.732
amplitude ratio at equality, time doubled: 2
Example inputs (rough typical values)
positive ion mass: 70 u
negative ion mass: 35 u
positive ion density: 1e+10 cm^-3
electron density: 1e+05 cm^-3
bias current density: 0.6 mA/cm^2
bias frequency: 100 kHz
gap: 50 mm
ion temperature: 0.05 eV
electron temperature: 0.1 eV
gas pressure: 2 mTorr
gas temperature: 300 K
ion-neutral cross section: 1e-14 cm^2
Example results, cold theory
positive ion drift speed: 1.248 km/s
negative ion drift speed: 2.497 km/s
relative speed v: 3.745 km/s
w_plus: 15.79 rad/us
w_minus: 22.33 rad/us
threshold W: 53.65 rad/us
cutoff wavenumber: 143.3 cm^-1
shortest unstable wavelength: 0.4386 mm
fastest mode k v / W: 0.6177
fastest mode wavelength: 0.71 mm
largest growth rate: 9.355 us^-1
growth rate at k v / W = 0.2: 4.767 us^-1
growth rate at k v / W = 0.5: 8.972 us^-1
growth rate at k v / W = 0.9: 6.382 us^-1
growth rate at k v / W = 0.99: 2.161 us^-1
growth rate at k v / W = 1.01: 0.000 us^-1
Neglected effects
positive ion thermal speed sqrt(T/m): 0.2625 km/s
negative ion thermal speed sqrt(T/m): 0.3713 km/s
kinetic / cold growth at fastest cold mode: 0.963
kinetic k at 5% of peak growth / cold cutoff: 1.049
positive ion drag rate: 0.0804 us^-1
negative ion drag rate: 0.161 us^-1
growth with drag / without: 0.9937
electron Debye length: 7.434 mm
relative cutoff drop from electrons: 4.4e-05
electron density for 10% lower cutoff: 2.16e+08 cm^-3
bias angular frequency / growth rate: 0.0672
bias field amplitude: 5.69 V/cm
electron free-fall time across gap: 0.032 us
```
